# Choosing the energy grid for nanotube charge and quantum capacitance

## A case that can be done by hand

At zero temperature, the electron density of a semiconducting nanotube just above its band edge is proportional to

$$\int_0^X\frac{dx}{\sqrt{x}}=2\sqrt X ,$$

where $x$ is the energy above the edge and $X$ is the filled depth. The integrand diverges at $x=0$, but the area is finite. Divide the range into $N$ equal intervals $h=X/N$ and sample their midpoints:

$$h\sum_{j=0}^{N-1}\frac{1}{\sqrt{(j+\frac12)h}}=\sqrt h\sum_{j=0}^{N-1}\frac{1}{\sqrt{j+\frac12}} .$$

One interval gives $\sqrt2\sqrt X$ instead of $2\sqrt X$. In general the deficit is $\sqrt h$ times $2\sqrt N-\sum_j(j+\frac12)^{-1/2}$, and this bracket tends to a nonzero constant, as shown below. Four times as many points therefore only halve the error.

Now put $x=s^2$. Since $dx=2s\,ds$, the integral becomes $\int_0^{\sqrt X}2\,ds$, and the singularity is gone. The hyperbolic energy grid does the same for the full nanotube band. The setting to choose is the energy variable, together with its number of intervals.

## The quantity being integrated

Take a long tube in equilibrium with one conduction and one valence subband,

$$E=\pm\sqrt{(\hbar vk)^2+\Delta^2}.$$

Energies are measured from midgap, $\Delta$ is half the gap, and $g=4$ counts two spins and two valleys. On a ring of length $L$ the allowed $k$ are spaced by $2\pi/L$, so the electron density per length is

$$n=\frac{g}{2\pi}\int_{-\infty}^{\infty}f(E-\mu)\,dk=D_0\int_0^\infty f(E-\mu)\,dq,$$

with $q=\hbar vk$, $D_0=g/(\pi\hbar v)$ and $f(x)=1/(1+e^{x/kT})$. In $kT$, $k$ is Boltzmann's constant. From $q^2=E^2-\Delta^2$ follows $q\,dq=E\,dE$, hence

$$n=\int_\Delta^\infty D(E)f(E-\mu)\,dE,\qquad D(E)=\frac{D_0E}{\sqrt{E^2-\Delta^2}} .$$

The divergence at $E=\Delta$ is the van Hove singularity. It arises because $dE/dk$ vanishes there; the integral over $k$ has no singularity.

A hole is an empty valence state. At energy $-E$ its probability is $1-f(-E-\mu)=f(E+\mu)$, so $p(\mu)=n(-\mu)$. The charge per length is $-e(n-p)$. Since $\partial f(E-\mu)/\partial\mu=f(1-f)/kT$, the quantum capacitance per length,

$$C_Q=e^2\frac{\partial(n-p)}{\partial\mu},$$

needs the same integral with a sharper thermal factor.

## What the hyperbolic variable does

Set $E=\Delta\cosh u$. Then $\sqrt{E^2-\Delta^2}=\Delta\sinh u$ and $dE=\Delta\sinh u\,du$. The two factors $\sinh u$ cancel:

$$n=D_0\Delta\int_0^\infty\cosh u\;f(\Delta\cosh u-\mu)\,du .$$

With $F(x)=f(x)[1-f(x)]/kT$,

$$C_Q=e^2D_0\Delta\int_0^\infty\cosh u\,[F(\Delta\cosh u-\mu)+F(\Delta\cosh u+\mu)]\,du .$$

The second term is positive because $p$ falls as $\mu$ rises.

Two limits are useful. At zero temperature with $\mu=\Delta\cosh u_F>\Delta$, the density is $D_0\Delta\sinh u_F=D_0\sqrt{\mu^2-\Delta^2}$. For $\mu<\Delta$ every state has $E>\mu$, so $f$ can be expanded as a geometric series. Using $\int_0^\infty\cosh u\,e^{-z\cosh u}du=K_1(z)$, a modified Bessel function,

$$n=D_0\Delta\sum_{m=1}^\infty(-1)^{m+1}e^{m\mu/kT}K_1(m\Delta/kT).$$

Its first term is the nondegenerate density. For the parameters used below, at $\mu=0.2$ eV, the series gives $n=1.0405\times10^{-2}$ nm$^{-1}$. Direct high-precision integration over energy agrees to a relative $10^{-11}$.

## Why trapezoids in $u$ converge exponentially

Write $\Phi(u)=\cosh u\,f(\Delta\cosh u-\mu)$. The trapezoidal rule gives the point $u=0$ half weight. As $\Phi$ is even, the rule is half a sum over the whole line:

$$T_h=\frac{D_0\Delta}{2}\,h\sum_{j=-\infty}^{\infty}\Phi(jh).$$

Poisson's summation formula turns the sum into Fourier integrals,

$$h\sum_j\Phi(jh)=\sum_{m=-\infty}^{\infty}I_m,\qquad I_m=\int_{-\infty}^{\infty}\Phi(u)e^{2\pi imu/h}du .$$

The term $m=0$ reproduces $n$. The terms $m$ and $-m$ are equal, so $T_h-n=D_0\Delta(I_1+I_2+\dots)$.

To find $I_1$, move the path upward in the complex plane, where the exponential is small. On $u=x+ib$,

$$\cosh u=\cosh x\cos b+i\sinh x\sin b .$$

For $b<\pi/2$ the real part grows with $|x|$, so $f$ still vanishes at both ends. The obstacles are the poles of $f$, at $\Delta\cosh u=\mu\pm i\pi kT(2l+1)$ with $l=0,1,\dots$. For $\mu>0$ they lie below $\pi/2$, and those with $l=0$ are nearest the real axis. Define

$$\Delta\cosh u_1=\mu+i\pi kT,\qquad u_1=x_1+ia,\quad x_1,a>0 .$$

Its partner in the upper half plane is $-u_1^*$. Close to a pole $u_p$ the denominator of $f$ is $1-e^{w/kT}\approx-w/kT$, with $w=\Delta\sinh u_p\,(u-u_p)$. The residue of $\Phi$ is therefore $-(kT/\Delta)\coth u_p$.

Let $z=\coth u_1\,e^{2\pi iu_1/h}$. Because $\coth(-u_1^*)=-(\coth u_1)^*$ while the exponential at $-u_1^*$ is the conjugate of that at $u_1$, the partner contributes $-z^*$. Thus

$$I_1\approx2\pi i\left(-\frac{kT}{\Delta}\right)(z-z^*)=\frac{4\pi kT}{\Delta}\,\mathrm{Im}\,z,$$

and to leading order

$$T_h-n\approx4\pi D_0kT\;\mathrm{Im}\!\left[\coth u_1\,e^{2\pi iu_1/h}\right].$$

The error oscillates inside an envelope proportional to $e^{-2\pi a/h}$. Farther poles and $I_2$ decay faster. When $\mu$ lies many $kT$ below the edge, however, the first poles crowd together near $\mathrm{Im}\,u=\arccos(\mu/\Delta)$, which is close to $\pi/2$ only near midgap, and their contributions can largely cancel. At practical steps the leading term alone can then misjudge the error by orders of magnitude. For $\Delta=0.28$ eV, $\mu=0.25$ eV, 4 K and $h=0.031$ its envelope is $7\times10^{-4}$ of $n$, while the true relative error is $3\times10^{-11}$. The estimate of the number of intervals given below inherits this limit, so confirm the result by increasing the number of intervals.

Differentiation at fixed $h$, with $du_1/d\mu=1/(\Delta\sinh u_1)$, gives the error of the electron part of $C_Q/e^2$:

$$4\pi D_0kT\,\mathrm{Im}\left[\frac{e^{2\pi iu_1/h}}{\Delta\sinh u_1}\left(\frac{2\pi i}{h}\coth u_1-\frac1{\sinh^2u_1}\right)\right].$$

The factor $1/h$ makes capacitance more demanding than charge on a fine grid. For $\mu>0$ the hole poles lie beyond $\mathrm{Im}\,u=\pi/2$, where the path cannot be moved, so the pole law does not apply to the holes. On fine grids their error falls as about $e^{-\pi^2/h}$, the rate set by $\mathrm{Im}\,u=\pi/2$, which is still faster than for the electrons. For $\mu<0$ the roles are exchanged. Both laws were tested at $\mu=0.28$ and $0.3296$ eV with $h=0.3$, $0.2$ and $0.15$. The largest departure was $7\times10^{-4}$ of the magnitude of the complex leading term.

## Why equal energy steps converge slowly

With $x=E-\Delta$, write

$$n=\int_0^\infty\frac{G(x)}{\sqrt x}dx,\qquad G(x)=D_0\frac{\Delta+x}{\sqrt{2\Delta+x}}f(\Delta+x-\mu).$$

Place points at $x_j=(j+\theta)h$, where $h$ is now an energy and $0<\theta\le1$ is the offset of the first point from the band edge. Since $G$ vanishes at infinity, $G(x)=-\int_x^\infty G'(y)dy$. This is a superposition of steps, each equal to one for $x<y$ and zero beyond. The quadrature error is linear, so

$$S_h-n=-\int_0^\infty G'(y)\,\epsilon(y)\,dy,\qquad \epsilon(y)=h\sum_{x_j<y}\frac1{\sqrt{x_j}}-2\sqrt y .$$

If $M$ points lie below $y$, the sum is $\sqrt h\sum_{j<M}(j+\theta)^{-1/2}$. Define the Hurwitz zeta value

$$\zeta(\tfrac12,\theta)=\lim_{M\to\infty}\left[\sum_{j=0}^{M-1}\frac1{\sqrt{j+\theta}}-2\sqrt{M+\theta}\right].$$

Adding one more point changes the bracket by $O(M^{-3/2})$, so the limit exists and is approached as $M^{-1/2}$. Also, $y$ differs from $(M+\theta)h$ by at most $h$. Together these give $\epsilon(y)=\zeta(\frac12,\theta)\sqrt h+O(h/\sqrt y)$. The remainder is integrable at $y=0$, and $-\int_0^\infty G'dy=G(0)$. Therefore, at fixed $\theta$,

$$S_h-n=\zeta(\tfrac12,\theta)\,G(0)\sqrt h+O(h),\qquad G(0)=D_0\sqrt{\Delta/2}\;f(\Delta-\mu).$$

For $C_Q/e^2$ replace $f$ by $F$. The law needs $h$ well below $kT$, the scale on which $G$ changes.

Midpoints have $\zeta(\frac12,\frac12)=-0.605$ and underestimate the charge. As $\theta\to0$ the first point approaches the singularity, and the error grows as $\theta^{-1/2}$. A grid fixed in absolute energy has a different $\theta$ whenever the gap or the potential moves the edge, which puts false structure into a sweep.

The coefficient vanishes at $\theta=0.3027$. Between 2000 and 8000 points the measured order was 1.50 at that offset and 0.50 at midpoints. This repairs one edge; a second subband on the same grid has its own offset.

## Setting the number of intervals

Choose the cutoff $E_c=\max(\mu,\Delta)+40kT$, where the occupation is at most about $e^{-40}$, and set $u_{\max}=\operatorname{arccosh}(E_c/\Delta)$. With $N$ intervals, $h=u_{\max}/N$. Requiring the envelope to be below a relative charge error $\varepsilon$ gives

$$N\gtrsim\frac{u_{\max}}{2\pi a}\ln\frac A\varepsilon,\qquad A=\frac{4\pi D_0kT|\coth u_1|}{n}.$$

Temperature enters mainly through $a$ and $u_{\max}$, and only logarithmically through $A$:

- Well above the edge, when $\pi kT\mu\ll\mu^2-\Delta^2$, expansion about $u_F$ gives $a\approx\pi kT/\sqrt{\mu^2-\Delta^2}$. The factor $1/a$ grows as $1/T$, but $u_{\max}$ and $A$ fall on cooling, so the cost rises more slowly: by about 8 rather than 19 between 77 and 4 K in the example below.
- At $\mu=\Delta$ with $\pi kT\ll\Delta$, $u_1^2/2\approx i\pi kT/\Delta$, so $a\approx\sqrt{\pi kT/\Delta}$. The rate falls only as $\sqrt T$. Once $40kT\ll\Delta$, the cutoff $u_{\max}\approx\sqrt{80kT/\Delta}$ shrinks in the same way and $A$ tends to a constant, so $N$ stops growing.
- At $T=0$ the occupation is a step and exponential convergence is lost. Use $D_0\sqrt{\mu^2-\Delta^2}$ instead.

For several subbands, use a separate $u$ grid for each half-gap. For a metallic tube, $\Delta=0$, the substitution is undefined; the density of states is then constant, and the integrals give $n-p=D_0\mu$ at any temperature.

A uniform grid in $q$ is a sound alternative. Its nearest Fermi pole is $q_1=\Delta\sinh u_1$, and its error is also exponential, with the rate set by $\mathrm{Im}\,q_1$ if that pole lies below the branch point $q=i\Delta$. In the degenerate limit $\mathrm{Im}\,q_1\approx\mu a$. The residue has the same size as before, so the ratio of required intervals is

$$\frac{N_q}{N_u}\approx\frac{q_{\max}}{\mu\,u_{\max}}\;\longrightarrow\;\frac{\tanh u_F}{u_F}<1\quad(T\to0).$$

The hyperbolic grid is thus not the cheaper choice at every temperature.

## A gated tube at 300 K

Take $\Delta=0.28$ eV, $v=9\times10^5$ m/s and diameter 1.4 nm. Then $\hbar v=0.5924$ eV nm and $D_0=4/(\pi\times0.5924)=2.149$ eV$^{-1}$nm$^{-1}$, or $e^2D_0=344$ aF/µm. A coaxial gate is separated from the tube by $s=0.3$ nm of vacuum and $t=5$ nm of insulator with $\varepsilon_r=16$. The shells are in series. With $R=0.7$ nm,

$$C_{ins}=\frac{2\pi\varepsilon_0}{\ln\frac{R+s}{R}+\frac1{\varepsilon_r}\ln\frac{R+s+t}{R+s}}=\frac{55.63}{0.3567+0.1120}=118.7\ \text{aF/µm}.$$

Measure gate voltage from neutrality. It supplies the shift of $\mu$ and the drop across the shells:

$$V_G=\frac{\mu}{e}+\frac{e(n-p)}{C_{ins}} .$$

The right side increases with $\mu$, with slope $(1+C_Q/C_{ins})/e$, so the root is unique. For $V_G>0$ it lies between 0 and $eV_G$. Newton's method guarded by this bracket took 5 iterations at 0.8 V. Differentiating the charge gives the gate capacitance $C_G=C_{ins}C_Q/(C_{ins}+C_Q)$.

| $V_G$ (V) | $\mu$ (eV) | $n-p$ (nm$^{-1}$) | $C_Q$ (aF/µm) | $C_G$ (aF/µm) |
|---|---|---|---|---|
| 0.2 | 0.190 | 0.0072 | 44 | 32 |
| 0.4 | 0.266 | 0.099 | 453 | 94 |
| 0.6 | 0.300 | 0.222 | 669 | 101 |
| 0.8 | 0.330 | 0.349 | 667 | 101 |

At 0.8 V the charge is $0.3485\times160.2=55.8$ aC/µm. Its drop is $55.8/118.7=0.470$ V, which with $\mu/e=0.330$ V restores 0.8 V. At low voltage the small $C_Q$ limits the gate; at high voltage $C_{ins}$ does. The last two values of $C_Q$ lie on either side of its peak, 686 aF/µm at $\mu=0.313$ eV. Temperature keeps the peak finite by averaging the singularity over a few $kT$.

At $V_G=0.8$ V, hold $\mu=0.32962$ eV and compare the rules with equal numbers of intervals and the same cutoff. Errors are relative to the converged values:

| $N$ | $n$, $u$ grid | $C_Q$, $u$ grid | $n$, energy | $C_Q$, energy |
|---|---|---|---|---|
| 8 | $8\times10^{-5}$ | $-4\times10^{-3}$ | $-0.53$ | $0.02$ |
| 16 | $8\times10^{-9}$ | $2\times10^{-6}$ | $-0.32$ | $-0.09$ |
| 32 | $3\times10^{-15}$ | $2\times10^{-13}$ | $-0.23$ | $-0.08$ |
| 64 | rounding | rounding | $-0.16$ | $-0.06$ |

The small capacitance error of the 8-point energy grid is no sign of convergence: it grows at 16 points. With 8 points the step is 0.135 eV, far above $kT=0.0259$ eV, so the square-root law does not yet apply.

For $\varepsilon=10^{-10}$ in the charge, $E_c=0.3296+40\times0.02585=1.364$ eV, so $u_{\max}=\operatorname{arccosh}(4.870)=2.266$. The pole gives $a=0.381$ and $A=2.81$. Hence

$$N\approx\frac{2.266}{2\pi\times0.381}\ln(2.81\times10^{10})=22.8 .$$

The search found 23. Lowering the temperature at the same $\mu$ gives

| $T$ (K) | $a$ | predicted $N_u$ | found $N_u$ | found $N_q$ |
|---|---|---|---|---|
| 300 | 0.381 | 22.8 | 23 | 39 |
| 77 | 0.117 | 43.1 | 43 | 49 |
| 4 | 0.0062 | 337.4 | 338 | 307 |

At 4 K the $q$ grid is slightly cheaper, as the low-temperature ratio requires.

For 200 energy midpoints, $h=1.0837/200=0.00542$ eV and $f(\Delta-\mu)=0.872$, so $G(0)=2.149\sqrt{0.14}\times0.872=0.701$. The leading error is $-0.605\times0.701\times\sqrt{0.00542}=-0.0312$ nm$^{-1}$, or $-9.0\%$, as found. Moving the first point to $\theta=0.01$ gives $+126\%$. By the same law, a relative error of $10^{-6}$ would take about $1.6\times10^{12}$ midpoints.

Gate feedback can hide such an error. If $\mu$ is solved again with the 200-midpoint rule at fixed $V_G$, it rises by 6.6 meV and the charge is only 1.4% low. To first order the feedback divides the fixed-$\mu$ error by $1+C_Q/C_{ins}=6.6$. A plausible gate charge is therefore weak evidence that the integral has converged.

## What the numbers mean for a real tube

The parameters are rough values in the range of semiconducting carbon nanotube transistors, not a fit to a device. A fully coaxial gate is a demanding geometry, and a gate on one side needs another $C_{ins}$. The largest uncertainty sized here is the vacuum spacing: 0.2 instead of 0.3 nm raises the charge at 0.8 V by 22%. Electron interactions can shift the gap. The insulator-screened Coulomb energy across one diameter is 64 meV, and raising $\Delta$ by half of it lowers the charge by 5%; the vacuum layer, which carries three quarters of the potential drop, screens less, so the true shift may be much larger, above all at low gate voltage where few carriers screen. A shift of 0.14 eV would lower the charge by 23%, as much as the spacing changes it. In a nearest-neighbour zigzag model with the half-gap held at 0.28 eV, trigonal warping changes the charge by $+0.8\%$ or $-0.7\%$, depending on the tube family. At fixed diameter it also moves the half-gap by about $\pm5$ meV, and the two effects nearly cancel, to about 0.1% or less. A second subband with twice the half-gap adds 0.002%, and operation at 358 K changes the charge by $-0.055\%$. All these changes are at fixed gate voltage. The largest insulator field is 0.63 MV/cm, below the rough breakdown scale of a few MV/cm for good films; in the vacuum layer the field reaches 14 MV/cm at the tube surface. Take a rough 2 eV barrier, 5 nm thick, with mass $0.15m_e$, and lower all of it by the full 0.47 V drop, to 1.53 eV. The tunnelling transmission is then near $2\times10^{-11}$. Contacts, traps and drain bias are left out.

These uncertainties far exceed $10^{-10}$. The tight quadrature serves smooth derivatives and reliable Newton steps; it does not make the model that accurate. Lifetime broadening sets another limit. For a rough mean free path of 300 nm, $\hbar v$ divided by that path is 2 meV. At $\mu=0.33$ eV the carriers move at about half of $v$, which gives 1 meV for the same path. Closer to the edge the path itself can shorten, so neither figure is a bound. Both are small beside $kT$ at 300 K but larger than $kT=0.34$ meV at 4 K. At such low temperatures a broadened density of states is needed when $\mu$ lies close to the band edge. The 4 K row above has $\mu$ 50 meV above the edge and serves only to compare the grids. At 300 K broadening can still matter at low gate voltage: when $\mu$ lies deep in the gap, weak tails of states below the edge can add noticeably to the small charge. If the levels are taken as Lorentzians of full width 1 to 2 meV, the charge rises by 11 to 23% at 0.2 V but by no more than 0.05% at 0.8 V. The 0.2 V row of the gate table therefore assumes a sharp band edge. The numerical output lists the values with more digits.

## Calculated quantities

```
half-gap 0.28 eV, velocity 9.0e+05 m/s
diameter 1.4 nm, vacuum spacing 0.3 nm
insulator 5.0 nm, relative permittivity 16.0
temperature 300.0 K, kT = 25.852 meV
hbar*v = 0.59239 eV nm, D0 = 2.14932 /(eV nm)
e^2*D0 = 344.36 aF/um
insulator capacitance = 118.71 aF/um
V_G (V), mu (eV), n-p (1/nm), C_Q, C_gate (aF/um):
  0.2 0.19027 7.2096e-03 43.742 31.964
  0.4 0.26589 9.9360e-02 453.456 94.078
  0.6 0.29990 2.2235e-01 669.420 100.826
  0.8 0.32962 3.4850e-01 666.766 100.766
Newton iterations at 0.8 V: 5
peak C_Q = 686.28 aF/um at mu = 0.3129 eV
Bessel series at mu = 0.2 eV: n = 1.040479e-02 /nm
relative errors at 0.8 V: intervals, n and C_Q in u, in energy:
  4 4.0e-02 1.1e-01 -9.2e-01 -7.5e-01
  8 8.2e-05 -3.7e-03 -5.3e-01 2.0e-02
  16 7.7e-09 1.7e-06 -3.2e-01 -9.2e-02
  32 2.9e-15 1.8e-13 -2.3e-01 -8.2e-02
  64 2.2e-16 0.0e+00 -1.6e-01 -6.2e-02
largest miss of pole law / envelope = 6.9e-04
T (K), Im u1, predicted and found intervals in u, found in k:
  300 0.38105 22.8 23 39
  77 0.11724 43.1 43 49
  4 0.00623 337.4 338 307
  (relative charge error 1e-10)
energy midpoints for 1e-6, from law: 1.61e+12
200 energy points: offset, zeta(1/2,offset), charge error (%):
  0.0100 8.5266 126.3314
  0.3027 -0.0000 -0.0167
  0.5000 -0.6049 -8.9724
  1.0000 -1.4604 -21.5942
order at midpoint 0.500, at zeta zero 1.499
200 midpoints shift mu by 6.647 meV
and the gate-solved charge by -1.413 %
second/first edge, zigzag 17 and 19: 1.891, 2.094
Coulomb energy, insulator-screened = 64.3 meV
change of charge at 0.8 V from neglected effects (%):
  second subband at twice the half-gap: 0.0019
  warping, slower zigzag family: 0.7875
  warping, faster zigzag family: -0.7366
  half-gap raised by half Coulomb energy: -5.1337
  vacuum spacing 0.2 nm: 21.9306
  temperature 358 K: -0.0550
largest insulator field = 0.627 MV/cm
tunnel barrier 2.0 eV, mass 0.15 m_e (rough)
WKB transmission, lowered barrier = 2.2e-11
broadening hbar*v/(300 nm) = 1.97 meV
```
